# Recovering Si 2p Suboxide Areas with Doublets and a Shirley Background: test program

```python
"""Recovery of Si 2p suboxide areas from overlapping spin-orbit doublets.

Result under test: the spectrum  y(E) = b + S(E) + k * integral_lo^E S,
S = sum_j A_j D_j(E), is recovered by a joint fit with Fisher-matrix scatter,
while subtracting an iterated Shirley background first leaves a bias that comes
from Lorentzian tails at the anchors. The Shirley iteration contracts its error
at least by k*L per step.
E: binding energy (eV); A_j: areas (counts eV) of Si0, Si1+, Si2+, Si3+, Si4+;
D_j: unit-area Voigt doublet; k: loss probability per eV; L: window length (eV);
b: constant background (counts per channel).
Nonlinear fit parameters q = [E0, width Si0, width suboxides, width Si4+,
shift Si4+] and, in the joint fit, k; then optionally the suboxide shifts.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, quad
from scipy.optimize import brentq, least_squares
from scipy.special import voigt_profile

FWHM_TO_SIGMA = 1 / (2 * np.sqrt(2 * np.log(2)))
SPLIT, BRANCH, LORENTZ = 0.60, 0.50, 0.10      # eV, ratio, FWHM in eV
E0, K_LOSS, B_CONST = 99.30, 0.020, 2500.0
SHIFTS = np.array([0.0, 0.95, 1.75, 2.50, 3.90])
WIDTHS = np.array([0.45, 0.60, 0.60, 0.60, 1.20])
AREAS = np.array([50000.0, 1500.0, 1200.0, 1800.0, 30000.0])
STEP = 0.05
energy = 96.0 + STEP * np.arange(241)
LENGTH = energy[-1] - energy[0]
N_ANCHOR = 10
SUB = slice(1, 4)


def synthetic(branch=BRANCH, lorentz=LORENTZ, shift1=SHIFTS[1], strained=0.0,
              gap=0.0):
    """Mean counts from the definition, on a fine grid starting far below."""
    fine = np.linspace(76.0, 108.0, 6401)
    lines = [(a, E0 + s, w) for a, s, w in zip(AREAS, SHIFTS, WIDTHS)]
    lines[1] = (AREAS[1], E0 + shift1, WIDTHS[1])
    lines[0] = (AREAS[0] * (1 - strained), E0, WIDTHS[0])
    lines.append((AREAS[0] * strained, E0 + 0.25, WIDTHS[0]))
    signal = np.zeros_like(fine)
    for area, center, width in lines:
        sigma = width * FWHM_TO_SIGMA
        for weight, c in ((1.0, center), (branch, center + SPLIT)):
            signal += (area * weight / (1 + branch)
                       * voigt_profile(fine - c, sigma, lorentz / 2))
    loss = cumulative_trapezoid(signal, fine, initial=0)
    loss = np.interp(fine - gap, fine, loss)
    total = B_CONST + K_LOSS * loss + signal
    return total[4000::10], signal[4000::10]


def basis(q):
    """Columns multiplying the linear parameters (areas, then constant)."""
    shifts = SHIFTS.copy()
    shifts[4] = q[4]
    if len(q) > 6:
        shifts[SUB] = q[6:9]
    sigma = np.abs(np.array([q[1], q[2], q[2], q[2], q[3]])) * FWHM_TO_SIGMA
    x = energy[:, None] - q[0] - shifts
    d = (voigt_profile(x, sigma, LORENTZ / 2)
         + BRANCH * voigt_profile(x - SPLIT, sigma, LORENTZ / 2)) / (1 + BRANCH)
    if len(q) == 5:
        return d
    steps = cumulative_trapezoid(d, dx=STEP, axis=0, initial=0)
    return np.column_stack([d + q[5] * steps, np.ones(len(energy))])


def fit(target, counts, q_start):
    """Variable projection; weights from the counts, then from the model."""
    q = np.array(q_start, float)
    variance = np.maximum(counts, 1.0)
    for _ in range(2):
        w = 1 / np.sqrt(variance)

        def solve(p):
            m = basis(p) * w[:, None]
            lin = np.linalg.lstsq(m, target * w, rcond=None)[0]
            return lin, m @ lin - target * w

        q = least_squares(lambda p: solve(p)[1], q, method="lm",
                          x_scale="jac").x
        lin, residual = solve(q)
        variance = np.maximum(counts - target + basis(q) @ lin, 1.0)
    return q, lin, residual @ residual


def shirley(y, low, high):
    """Iterate the Shirley map; return all iterates and the final k."""
    iterates = [np.full(len(y), low)]
    for _ in range(100):
        area = cumulative_trapezoid(y - iterates[-1], dx=STEP, initial=0)
        iterates.append(low + (high - low) * area / area[-1])
        if np.max(np.abs(iterates[-1] - iterates[-2])) < 1e-9:
            break
    return iterates, (high - low) / area[-1]


def subtract_then_fit(counts, q_start, rounds=1):
    """Shirley subtraction, then fit; later rounds remove tails at anchors."""
    q, tail_low, tail_high = q_start, 0.0, 0.0
    for _ in range(rounds):
        low = counts[:N_ANCHOR].mean() - tail_low
        high = counts[-N_ANCHOR:].mean() - tail_high
        background = shirley(counts, low, high)[0][-1]
        q, lin, _chi2 = fit(counts - background, counts, q)
        signal = basis(q) @ lin
        tail_low = signal[:N_ANCHOR].mean()
        tail_high = signal[-N_ANCHOR:].mean()
    return q, lin


def fisher(q, lin, variance):
    """Covariance of (q, linear parameters) and the linear-response matrix."""
    columns = []
    for i in range(len(q)):
        h = np.zeros(len(q))
        h[i] = 1e-5
        columns.append((basis(q + h) - basis(q - h)) @ lin / 2e-5)
    jac = np.column_stack(columns + [basis(q)])
    scale = np.sqrt(np.sum(jac**2 / variance[:, None], axis=0))
    js = jac / scale
    cov = np.linalg.inv(js.T @ (js / variance[:, None]))
    cov = cov / np.outer(scale, scale)
    return cov, cov @ (jac / variance[:, None]).T


# --- spin-orbit splitting and degeneracies from the 6x6 matrix ---
zeta = 2 * SPLIT / 3
lz, lp = np.diag([1.0, 0, -1]), np.sqrt(2) * np.diag([1.0, 1], 1)
sz, sp = np.diag([0.5, -0.5]), np.diag([1.0], 1)
h_so = zeta * (np.kron(lz, sz) + 0.5 * (np.kron(lp, sp.T) + np.kron(lp.T, sp)))
levels = np.linalg.eigvalsh(h_so)
n_half = int(np.sum(levels < levels.mean() - 1e-9))
assert abs(levels[-1] - levels[0] - SPLIT) < 1e-12
assert np.ptp(levels[:n_half]) < 1e-12 and np.ptp(levels[n_half:]) < 1e-12
assert abs(n_half / (6 - n_half) - BRANCH) < 1e-12

# --- Voigt profile against direct convolution ---
sig0, gam = WIDTHS[0] * FWHM_TO_SIGMA, LORENTZ / 2
for x0 in (0.0, 0.3, 1.0):
    direct = quad(lambda t: np.exp(-t**2 / (2 * sig0**2))
                  / (sig0 * np.sqrt(2 * np.pi))
                  * gam / np.pi / ((x0 - t)**2 + gam**2),
                  -8 * sig0, 8 * sig0, points=[x0], limit=200)[0]
    assert abs(direct / voigt_profile(x0, sig0, gam) - 1) < 1e-6

mean, true_signal = synthetic()
tail_formula = sum(a * gam / np.pi / (1 + BRANCH)
                   * (1 / (energy[0] - E0 - s)**2
                      + BRANCH / (energy[0] - E0 - s - SPLIT)**2)
                   for a, s in zip(AREAS, SHIFTS))
assert abs(tail_formula / true_signal[0] - 1) < 0.05

# --- Shirley iteration: contraction and closed-form fixed point ---
iterates, k_shirley = shirley(mean, mean[0], mean[-1])
for b_iter in iterates:
    assert b_iter.min() >= mean[0] - 1e-8 and b_iter.max() <= mean[-1] + 1e-8
errors = [np.max(np.abs(b_iter - iterates[-1])) for b_iter in iterates]
ratios = [e1 / e0 for e0, e1 in zip(errors, errors[1:]) if e1 > 1e-5]
assert len(ratios) >= 2 and max(ratios) <= k_shirley * LENGTH < 1


def closed_background(k):
    t = energy - energy[0]
    grown = cumulative_trapezoid(np.exp(k * t) * (mean - mean[0]), t, initial=0)
    return mean[0] + k * np.exp(-k * t) * grown


k_closed = brentq(lambda k: closed_background(k)[-1] - mean[-1], 1e-5, 0.06)
closed_gap = np.max(np.abs(closed_background(k_closed) - iterates[-1]))
assert closed_gap < 0.05 and abs(k_closed / k_shirley - 1) < 1e-4

# --- noise-free recovery by the joint fit from two displaced starts ---
e_max = energy[np.argmax(mean)]
for guess in ([0.60, 0.50, 1.50, 4.20], [0.35, 0.80, 0.90, 3.60]):
    q_free, lin_free, _ = fit(mean, mean, [e_max] + guess + [k_shirley])
    assert np.max(np.abs(lin_free[:5] / AREAS - 1)) < 2e-3
    assert abs(q_free[0] - E0) < 1e-3 and abs(q_free[5] / K_LOSS - 1) < 5e-3
    recovery_error = np.max(np.abs(lin_free[:5] / AREAS - 1))

# --- bias of subtraction, and its cause: tails at the anchors ---
q_plain, lin_plain = subtract_then_fit(mean, q_free[:5])
q_anch, lin_anch = subtract_then_fit(mean, q_free[:5], rounds=6)
bias_plain, bias_anch = lin_plain - AREAS, lin_anch - AREAS
assert np.max(np.abs(bias_anch)) < 0.1 * np.max(np.abs(bias_plain))

# --- Fisher predictions with fixed and with free suboxide shifts ---
cov, response = fisher(q_free, lin_free, mean)
cov_area = cov[6:11, 6:11]
sd_fixed = np.sqrt(np.diag(cov_area))
sd_total = np.sqrt(cov_area[SUB, SUB].sum())
q_loose = np.concatenate([q_free, SHIFTS[SUB]])
cov_loose = fisher(q_loose, lin_free, mean)[0]
sd_loose = np.sqrt(np.diag(cov_loose)[9:14])
sd_shift = np.sqrt(np.diag(cov_loose)[6:9])
sd_total_loose = np.sqrt(cov_loose[10:13, 10:13].sum())
assert np.all(sd_loose >= sd_fixed * (1 - 1e-6))

# --- Monte Carlo recovery ---
rng = np.random.default_rng(12)
N_MC, N_OTHER = 80, 50
joint, plain, loose, chi2 = [], [], [], []
for n in range(N_MC):
    counts = rng.poisson(mean).astype(float)
    _, lin, c2 = fit(counts, counts, q_free)
    joint.append(lin[:5])
    chi2.append(c2)
    if n < N_OTHER:
        plain.append(subtract_then_fit(counts, q_plain)[1])
        loose.append(fit(counts, counts, q_loose)[1][:5])
joint, plain, loose = map(np.array, (joint, plain, loose))
deviation = joint - AREAS
mahalanobis = np.mean(np.einsum("ni,ij,nj->n", deviation,
                                np.linalg.inv(cov_area), deviation))
dof = len(energy) - 12
chi2_reduced = np.mean(chi2) / dof
# four standard errors of each Monte Carlo mean
assert abs(mahalanobis - 5) < 4 * np.sqrt(2 * 5 / N_MC)
assert np.all(np.abs(deviation.mean(0)) < 4 * sd_fixed / np.sqrt(N_MC))
assert abs(chi2_reduced - 1) < 4 * np.sqrt(2 / dof / N_MC)
plain_total = plain[:, SUB].sum(1) - AREAS[SUB].sum()
assert (abs(plain_total.mean() - bias_plain[SUB].sum())
        < 4 * plain_total.std(ddof=1) / np.sqrt(N_OTHER))
spread_loose = np.diff(np.percentile(loose, [16, 84], axis=0), axis=0)[0] / 2
# a percentile spread from 50 samples is uncertain by about 15 percent
assert np.all(np.abs(np.log(spread_loose[SUB] / sd_loose[SUB])) < np.log(1.7))

# --- neglected effects: refit altered noise-free spectra ---
cases = {"branching 0.52": dict(branch=0.52),
         "5% strained Si, +0.25 eV": dict(strained=0.05),
         "Lorentz FWHM 0.08 eV": dict(lorentz=0.08),
         "Si1+ shift +0.02 eV": dict(shift1=SHIFTS[1] + 0.02),
         "loss gap 1.12 eV": dict(gap=1.12)}
effects = {}
for name, change in cases.items():
    altered = synthetic(**change)[0]
    _, lin, c2 = fit(altered, altered, q_free)
    effects[name] = (lin[:5] - AREAS, c2)
delta = synthetic(shift1=SHIFTS[1] + 0.02)[0] - mean
# the altered Si1+ area is unchanged, so the response is the area bias itself
predicted = (response @ delta)[7:10]
actual = effects["Si1+ shift +0.02 eV"][0][SUB]
assert np.linalg.norm(predicted - actual) < 0.15 * np.linalg.norm(actual)

# --- coverage from the area ratio ---
a_cm = physical_constants["lattice parameter of silicon"][0] * 100
density, monolayer, plane = 8 / a_cm**3, 2 / a_cm**2, a_cm / 4
ATTEN = 3.0e-7                                  # cm, rough, normal emission
plane_sum = monolayer * np.sum(np.exp(-np.arange(1, 2000) * plane / ATTEN))
plane_error = density * ATTEN / plane_sum - 1
assert abs(plane_error / (plane / (2 * ATTEN)) - 1) < 0.05
THICK = 0.5e-7                                  # cm, suboxide layer
layer_mean = quad(lambda z: np.exp(-z / ATTEN), 0, THICK)[0] / THICK
layer_error = layer_mean / np.exp(-THICK / ATTEN) - 1


def coverage(areas):
    return areas[SUB].sum() / areas[0] * density * ATTEN


gradient = np.array([-AREAS[SUB].sum() / AREAS[0], 1, 1, 1, 0]) / AREAS[0]
sd_cover = density * ATTEN * np.sqrt(gradient @ cov_area @ gradient)

print(f"Window {energy[0]:.1f} to {energy[-1]:.1f} eV, step {STEP} eV")
print(f"Splitting {SPLIT:.2f} eV, zeta {zeta:.2f} eV, branching {BRANCH:.2f}")
print(f"E0 {E0:.2f} eV, Lorentz FWHM {LORENTZ:.2f} eV")
print(f"k {K_LOSS:.3f} /eV, constant background {B_CONST:.0f} counts")
print("Shifts (eV):", SHIFTS, " Gauss FWHM (eV):", WIDTHS)
print(f"Highest mean count: {mean.max():.0f} per channel")
print(f"Signal tail at low, high end: {true_signal[0]:.1f}, "
      f"{true_signal[-1]:.1f} counts")
print(f"Lorentz tail formula, low end: {tail_formula:.1f} counts")
print(f"Shirley k: iterated {k_shirley:.6f}, closed {k_closed:.6f} /eV")
print(f"Largest background difference: {closed_gap:.1e} counts")
print(f"Contraction bound kL: {k_shirley * LENGTH:.3f}")
print("Observed error ratios:", np.round(ratios, 4))
print("Errors of iterates (counts):", " ".join(f"{e:.1e}" for e in errors[:5]))
print(f"Joint fit, noise-free: largest area error {recovery_error:.1e} (rel.)")
print("Areas in counts eV, order Si0 Si1+ Si2+ Si3+ Si4+:")
print(" true              ", AREAS.round(0))
print(" one noisy fit     ", joint[0].round(0))
print(" predicted SD      ", sd_fixed.round(1))
print(" Monte Carlo SD    ", joint.std(0, ddof=1).round(1))
print(" Monte Carlo bias  ", deviation.mean(0).round(1))
print(" SD, free shifts   ", sd_loose.round(1))
print(" MC spread, free   ", spread_loose.round(1))
print(" bias, subtraction ", bias_plain.round(1))
print(" bias, re-anchored ", bias_anch.round(2))
print("SD of free suboxide shifts (eV):", sd_shift.round(4))
print(f"Spectra: {N_MC} joint, {N_OTHER} subtraction and free shifts")
print(f"Mean Mahalanobis square {mahalanobis:.2f} (expected 5)")
print(f"Mean reduced chi-square {chi2_reduced:.3f}, dof {dof}")
print(f"Suboxide total: true {AREAS[SUB].sum():.0f}, SD fixed {sd_total:.1f}, "
      f"free {sd_total_loose:.1f} counts eV")
print(f"Subtraction, total: noise-free bias {bias_plain[SUB].sum():.1f}, "
      f"MC bias {plain_total.mean():.1f}, SD {plain_total.std(ddof=1):.1f}")
corr = cov_area / np.outer(sd_fixed, sd_fixed)
print(f"Correlation Si1+/Si2+ {corr[1, 2]:.2f}, Si2+/Si3+ {corr[2, 3]:.2f}")
print("Neglected effects: error % of Si1+, Si2+, Si3+, total; chi2 increase")
for name, (shift_area, c2) in effects.items():
    part = 100 * shift_area[SUB] / AREAS[SUB]
    whole = 100 * shift_area[SUB].sum() / AREAS[SUB].sum()
    print(f" {name}: {part[0]:.1f}, {part[1]:.1f}, {part[2]:.1f}, "
          f"{whole:.1f}; {c2:.1f}")
print("Si1+ shift, linear bias (counts eV):", predicted.round(1),
      "refit:", actual.round(1))
print(f"Si density {density:.3e} /cm3, monolayer {monolayer:.3e} /cm2")
print(f"Attenuation length {ATTEN * 1e7:.1f} nm")
print(f"Coverage: true {coverage(AREAS):.3e}, fitted {coverage(joint[0]):.3e}, "
      f"SD {sd_cover:.1e} /cm2")
print(f"Coverage: true {coverage(AREAS) / monolayer:.3f}, fitted "
      f"{coverage(joint[0]) / monolayer:.3f} monolayers")
print(f"Coverage excess: discrete planes {100 * plane_error:.1f} %, "
      f"{THICK * 1e7:.1f} nm layer {100 * layer_error:.1f} %")
print("success")
```

Printed output:

```
Window 96.0 to 108.0 eV, step 0.05 eV
Splitting 0.60 eV, zeta 0.40 eV, branching 0.50
E0 99.30 eV, Lorentz FWHM 0.10 eV
k 0.020 /eV, constant background 2500 counts
Shifts (eV): [0.   0.95 1.75 2.5  3.9 ]  Gauss FWHM (eV): [0.45 0.6  0.6  0.6  1.2 ]
Highest mean count: 61394 per channel
Signal tail at low, high end: 78.4, 36.5 counts
Lorentz tail formula, low end: 77.6 counts
Shirley k: iterated 0.019653, closed 0.019653 /eV
Largest background difference: 1.4e-02 counts
Contraction bound kL: 0.236
Observed error ratios: [0.0622 0.0552 0.0325 0.0194 0.0104]
Errors of iterates (counts): 1.6e+03 1.0e+02 5.6e+00 1.8e-01 3.6e-03
Joint fit, noise-free: largest area error 1.8e-07 (rel.)
Areas in counts eV, order Si0 Si1+ Si2+ Si3+ Si4+:
 true               [50000.  1500.  1200.  1800. 30000.]
 one noisy fit      [49867.  1580.  1140.  1926. 29980.]
 predicted SD       [58.4 38.6 31.9 39.9 60.1]
 Monte Carlo SD     [67.9 39.4 29.7 42.4 66.6]
 Monte Carlo bias   [-0.4  4.3 -4.3  2.8 -8.2]
 SD, free shifts    [71.  54.4 49.6 48.9 67.9]
 MC spread, free    [75.6 52.6 60.4 55.7 75.1]
 bias, subtraction  [-132.7  -51.4  -49.3  -26.8 -152.3]
 bias, re-anchored  [-0.45 -0.03  0.   -0.09  0.39]
SD of free suboxide shifts (eV): [0.0223 0.0172 0.0118]
Spectra: 80 joint, 50 subtraction and free shifts
Mean Mahalanobis square 5.37 (expected 5)
Mean reduced chi-square 1.003, dof 229
Suboxide total: true 4500, SD fixed 47.5, free 66.2 counts eV
Subtraction, total: noise-free bias -127.5, MC bias -134.2, SD 63.5
Correlation Si1+/Si2+ -0.56, Si2+/Si3+ -0.55
Neglected effects: error % of Si1+, Si2+, Si3+, total; chi2 increase
 branching 0.52: 7.2, -4.1, 1.7, 2.0; 131.9
 5% strained Si, +0.25 eV: 14.4, -6.9, 3.8, 4.4; 71.3
 Lorentz FWHM 0.08 eV: -13.7, 0.8, -1.8, -5.1; 124.9
 Si1+ shift +0.02 eV: 1.0, 2.1, -0.5, 0.7; 0.8
 loss gap 1.12 eV: -42.6, 4.2, -1.5, -13.7; 24.7
Si1+ shift, linear bias (counts eV): [15.3 25.1 -9.1] refit: [15.3 25.1 -9.1]
Si density 4.994e+22 /cm3, monolayer 6.781e+14 /cm2
Attenuation length 3.0 nm
Coverage: true 1.348e+15, fitted 1.396e+15, SD 1.5e+13 /cm2
Coverage: true 1.989, fitted 2.058 monolayers
Coverage excess: discrete planes 2.3 %, 0.5 nm layer 8.8 %
success
```
